# Thermal Turning Points and Threshold Switching of an Arrhenius Conductor

## The question

A small two-terminal conductor carries a thermally activated current. Its resistance at temperature $T$ is

$$R(T)=R_a\exp\left[\theta\left(\frac1T-\frac1{T_a}\right)\right],\qquad \theta=\frac{E_a}{k_B},$$

where $E_a$ is the activation energy, $T_a$ the fixed ambient temperature and $R_a$ the resistance at $T_a$. Assume that:

- the conductor has one uniform temperature and a constant heat capacity $C$;
- it loses heat to the surroundings at the rate $(T-T_a)/R_{th}$, with a constant thermal resistance $R_{th}$;
- $R$ depends on temperature but not on the electric field;
- $V$ is the voltage across the conductor itself, without any series resistor.

Take $E_a=0.3$ eV, $T_a=300$ K, $R_a=1\ \mathrm{M\Omega}$ and $R_{th}=10^6$ K/W. These are round model parameters and describe no particular material. Use $k_B=8.617333\times10^{-5}$ eV/K. A turning temperature is a temperature at which the steady-state voltage, regarded as a function of $T$, is stationary.

## Part (a)

**Write down the heat balance, and find the steady-state voltage and current as functions of temperature.**

*Answer.* The stored heat changes by the Joule power minus the loss:

$$C\frac{dT}{dt}=\frac{V^2}{R(T)}-\frac{T-T_a}{R_{th}}.\tag{1}$$

In a steady state the left side is zero. Solving for the voltage, and then using $I=V/R$, gives

$$V_s^2(T)=\frac{(T-T_a)\,R(T)}{R_{th}},\qquad I_s^2(T)=\frac{T-T_a}{R_{th}\,R(T)}.\tag{2}$$

The temperature serves as a parameter along the current-voltage curve. Two factors compete in $V_s^2$: a hotter conductor must be supplied with more power, which calls for more voltage, but its resistance is lower, so a given voltage supplies more power.

## Part (b)

**Find the turning temperatures and the condition for two of them to exist. Calculate the lower one.**

*Answer.* For $T>T_a$ the voltage is positive, so $V_s$ and $\ln V_s^2$ are stationary at the same temperatures. From (2),

$$\ln V_s^2=\ln(T-T_a)+\theta\left(\frac1T-\frac1{T_a}\right)+\ln\frac{R_a}{R_{th}}.$$

The last term is constant and drops out on differentiation:

$$\frac{d\ln V_s^2}{dT}=\frac1{T-T_a}-\frac{\theta}{T^2}=\frac{T^2-\theta T+\theta T_a}{T^2(T-T_a)}.\tag{3}$$

The numerator vanishes at

$$T_\mp=\frac{\theta}{2}\left(1\mp\sqrt{1-\frac{4T_a}{\theta}}\right).\tag{4}$$

Two distinct real roots require $\theta>4T_a$, that is, $E_a>4k_BT_a$. Both then lie above ambient: the numerator equals $T_a^2>0$ at $T=T_a$, and its minimum lies at $\theta/2>2T_a$, to the right of $T_a$.

At 300 K the condition reads $E_a>0.1034$ eV, which 0.3 eV satisfies. The numbers are

$$\theta=\frac{0.3}{8.617333\times10^{-5}}\ \mathrm K=3481.36\ \mathrm K,\qquad \frac{4T_a}{\theta}=\frac{1200}{3481.36}=0.34469,$$

$$\sqrt{1-0.34469}=0.80951,\qquad T_-=\frac{3481.36\ \mathrm K}{2}\,(1-0.80951)\approx 332\ \mathrm K.$$

Direct numerical maximization of $V_s(T)$ gives 331.581 K, the same as formula (4) to the digits printed. Neither $R_a$ nor $R_{th}$ enters: they set the scale of the voltage, not the temperature at which it turns.

## Part (c)

**Show which turning point is a voltage maximum, and find where the differential resistance is negative.**

*Answer.* The denominator of (3) is positive for $T>T_a$. The numerator is an upward parabola in $T$, positive outside its roots and negative between them. So $V_s$ rises from ambient to $T_-$, falls from $T_-$ to $T_+$ and rises again above $T_+$. The lower root is a local maximum and the upper root a local minimum.

For the current, (2) gives

$$\frac{d\ln I_s^2}{dT}=\frac1{T-T_a}+\frac{\theta}{T^2}>0.\tag{5}$$

The sign of the second term differs from that in (3) because $R$ now stands in the denominator. The current therefore grows with temperature throughout. Define

$$g(T)=\frac{(T-T_a)\,\theta}{T^2}.$$

Dividing (3) by (5), and multiplying top and bottom by $T-T_a$, gives

$$\frac{d\ln V_s}{d\ln I_s}=\frac{1-g}{1+g}.\tag{6}$$

Since $V_s$ and $I_s$ are positive, $dV_s/dI_s$ has the sign of $1-g$. It is negative between $T_-$ and $T_+$, where $g>1$. Some steady states around the maximum are:

| $T$ (K) | $V$ (V) | $I$ (µA) |
|---:|---:|---:|
| 310 | 2.62 | 3.8 |
| 320 | 3.11 | 6.4 |
| 331.6 | 3.23 | 9.8 |
| 345 | 3.15 | 14.3 |
| 360 | 2.95 | 20.4 |
| 400 | 2.34 | 42.7 |

The upper root is $T_+\approx3150$ K, with a voltage of 0.28 V. A constant activation energy, a constant thermal resistance and an intact solid cannot be expected there. This root belongs to the mathematics of the model and does not predict the on-state of a device.

## Part (d)

**Calculate the resistance, voltage, current and power at $T_-$.**

*Answer.* At a turning point (3) vanishes, so $\theta(T_--T_a)=T_-^2$. This simplifies the resistance ratio:

$$\ln\frac{R_a}{R(T_-)}=\theta\left(\frac1{T_a}-\frac1{T_-}\right)=\frac{\theta(T_--T_a)}{T_aT_-}=\frac{T_-^2}{T_aT_-}=\frac{T_-}{T_a}.\tag{7}$$

Hence

$$\frac{R_a}{R(T_-)}=e^{331.581/300}=3.020,\qquad R(T_-)=0.3311\ \mathrm{M\Omega}.$$

Insertion in (2) gives the voltage maximum:

$$V_{th}=\sqrt{\frac{(T_--T_a)R_a}{R_{th}}\,e^{-T_-/T_a}}
=\sqrt{\frac{31.581\times3.3112\times10^5}{10^6}}\ \mathrm V=3.23\ \mathrm V.$$

The power equals the heat loss, $31.581\ \mathrm K/(10^6\ \mathrm{K/W})=31.6\ \mathrm{\mu W}$. The current is this power divided by the voltage, $31.581\ \mathrm{\mu W}/3.2338\ \mathrm V=9.77\ \mathrm{\mu A}$.

A temperature rise of about 32 K is enough to lower the resistance threefold. With these parameters the instability begins after modest heating; high temperatures follow from it and are not needed to start it.

## Part (e)

**Show that $V_{th}$ is a switching threshold under fixed voltage, and that a fixed current can hold the falling branch. Estimate the switching delay just above threshold.**

*Answer.* Let $\tau=R_{th}C$ be the thermal time constant. Multiply (1) by $R_{th}$ and use (2) to write the loss as $T-T_a=R_{th}V_s^2(T)/R(T)$. Then

$$\tau\frac{dT}{dt}=\frac{R_{th}}{R(T)}\left[V^2-V_s^2(T)\right].\tag{8}$$

The conductor heats when the applied voltage exceeds the steady-state voltage of its present temperature, and cools when it is smaller.

*Fixed voltage.* Start at ambient. If $V<V_{th}$, the temperature rises until $V_s(T)=V$ on the cool branch, and stops there. If $V>V_{th}$, the bracket is positive at $T_-$ and at every temperature from $T_a$ to $T_+$, so no steady state is left in that range and the temperature runs away. This is thermal threshold switching. At 0.99 of $V_{th}$ the integrated heat balance settles at 325.14 K; at 1.01 of $V_{th}$ it passes 600 K.

The stability of a steady state follows by linearization. Since $d(1/R)/dT=\theta/(RT^2)$, the derivative of the right side of (1), divided by $C$, is

$$\lambda_V=\frac1C\left[\frac{V_s^2}{R}\frac{\theta}{T^2}-\frac1{R_{th}}\right]=\frac{g-1}{\tau},\tag{9}$$

where $V_s^2/R=(T-T_a)/R_{th}$ was used. A small deviation decays below $T_-$ and grows between the roots. At $T_-$ the linear rate is zero.

*Fixed current.* The Joule power is now $I^2R$, which falls on heating. The same rearrangement gives

$$\tau\frac{dT}{dt}=R_{th}R(T)\left[I^2-I_s^2(T)\right],\qquad \lambda_I=-\frac{1+g}{\tau}.\tag{10}$$

Because $I_s$ increases steadily from zero without bound, each current has one steady state, and the temperature moves towards it from either side. This holds when the current through the conductor itself is fixed. A capacitance in parallel with the conductor lets that current vary even if the source current is constant, and a large enough capacitance makes states on the falling branch unstable.

The point at 400 K shows the contrast. At its fixed voltage of 2.3444 V, a start at 399 K ends at 307.22 K, while a start at 401 K reaches 600 K after $3.21\,\tau$. At its fixed current of 42.655 µA, a start at 300 K ends at 400.00 K.

*Delay.* Just above threshold the net heating is weakest near $T_-$. Put $x=T-T_-$ and expand $V_s^2$ about its maximum. The numerator of (3) vanishes at $T_-$, so only its derivative, $2T_--\theta$, contributes to the second derivative of the logarithm:

$$\left.\frac{d^2\ln V_s^2}{dT^2}\right|_{T_-}=-\frac{\theta-2T_-}{T_-^2(T_--T_a)}.$$

Therefore $V_s^2\approx V_{th}^2\left[1-\tfrac12x^2(\theta-2T_-)/\{T_-^2(T_--T_a)\}\right]$. Evaluate the prefactor of (8) at $T_-$, where $R_{th}V_{th}^2/R(T_-)=T_--T_a$. The result is

$$\tau\frac{dx}{dt}\approx a+bx^2,\qquad a=(T_--T_a)\left(\frac{V^2}{V_{th}^2}-1\right),\qquad b=\frac{\theta-2T_-}{2T_-^2}.$$

For $V=1.01V_{th}$,

$$a=31.581\times0.0201\ \mathrm K=0.635\ \mathrm K,\qquad b=\frac{3481.36-663.16}{2\times331.581^2}\ \mathrm{K^{-1}}=0.0128\ \mathrm{K^{-1}}.$$

Extending the passage to $-\infty<x<\infty$ gives the estimate

$$t_d\approx\tau\int_{-\infty}^{\infty}\frac{dx}{a+bx^2}=\frac{\pi\tau}{\sqrt{ab}}\approx35\,\tau.$$

The full heat balance takes $31.5\,\tau$ from 300 K to 600 K. The estimate is about 10% above this value; it replaces the true heating rate by a parabola and the finite path by an infinite one. To leading order near threshold $a\propto V/V_{th}-1$, so the delay grows as $(V/V_{th}-1)^{-1/2}$.

## Part (f)

**Examine the limits of large activation energy and of $E_a\to4k_BT_a$. How firmly does the model fix the value found in (b)?**

*Answer.* Let $y=T_-/T_a$ and $\varepsilon=k_BT_a/E_a=T_a/\theta$. Dividing $T^2-\theta T+\theta T_a=0$ by $\theta T_a$ gives

$$y=1+\varepsilon y^2.\tag{11}$$

For small $\varepsilon$ the lower root tends to 1. Insert $y=1+\varepsilon+c_2\varepsilon^2+c_3\varepsilon^3+\dots$, for which $y^2=1+2\varepsilon+(1+2c_2)\varepsilon^2+\dots$. Comparing powers gives $c_2=2$ and $c_3=1+2c_2=5$:

$$\frac{T_-}{T_a}=1+\varepsilon+2\varepsilon^2+5\varepsilon^3+\dots$$

Here $\varepsilon=0.08617$. Successive truncations give 325.85 K, 330.31 K and 331.27 K, approaching the full root from below. The first-order rise, $k_BT_a^2/E_a\approx25.9$ K, is 18% smaller than the full rise of 31.6 K, so the first-order formula alone is too coarse here; even the third-order value rounds to 331 K instead of 332 K.

As $\varepsilon\to0$, $T_-\to T_a$ and the resistance ratio (7) tends to $e\approx2.72$. As $\varepsilon\to1/4$, the two roots merge at $T=2T_a$ and the ratio tends to $e^2\approx7.39$. At the merger the numerator of (3) is a perfect square, so $V_s$ has a level point but no maximum. For still smaller activation energies it rises throughout, and this model has no thermal threshold.

For the sensitivity to $E_a$, differentiate (11): $dy=y^2d\varepsilon+2\varepsilon y\,dy$. With $d\varepsilon=-\varepsilon\,dE_a/E_a$,

$$dT_-=-\frac{T_a\varepsilon y^2}{1-2\varepsilon y}\frac{dE_a}{E_a}.$$

By (4), $1-2\varepsilon y$ is the square root 0.80951, and $y=1.1053$. The coefficient is $300\times0.08617\times1.1053^2/0.80951\approx39$ K. Raising $E_a$ by 0.01 eV thus lowers $T_-$ by about 1.3 K to first order (formula (4) gives 1.25 K), and digits beyond the whole kelvin have meaning only for the stated model parameters.

The assumptions matter as well. If the resistance has a further temperature-dependent factor $r(T)$, the term $d\ln r/dT$ is added to (3) and the root shifts, by several kelvin for ordinary power laws: $r\propto T^{3/2}$ gives about 339 K and $r\propto T^{-3/2}$ about 327 K. Field-assisted conduction makes $R$ depend on $V$, so (2) is no longer an explicit formula for the voltage. A current filament violates the assumption of one uniform temperature. With a series resistor $R_s$, the supply voltage is $V_s+I_sR_s$ and turns where $dV_s/dI_s=-R_s$. This cannot happen at $T_-$, where the derivative is zero; it happens at a higher temperature, or not at all if $R_s$ is large enough. The value 332 K refers to the voltage across the conductor alone.

The full set of computed values is in the numerical output.

## Values computed for the example and the checks

```
Activation energy Ea = 0.300 eV
Ambient temperature Ta = 300.0 K
Boltzmann constant kB = 8.617333e-05 eV/K
Ambient resistance Ra = 1.000e+06 ohm
Thermal resistance Rth = 1.000e+06 K/W
theta = Ea/kB = 3481.36 K
4*Ta/theta = 0.34469
Square root in the formula = 0.80951
Minimum activation energy 4*kB*Ta = 0.1034 eV
Lower turning temperature, formula = 331.581 K
Lower turning temperature, numerical = 331.581 K
Temperature rise at threshold = 31.581 K
Upper turning temperature, formula = 3149.8 K
Upper turning temperature, numerical = 3149.8 K
Expansion parameter eps = 0.08617
First-order estimate = 325.85 K
Second-order estimate = 330.31 K
Third-order estimate = 331.27 K
Resistance at threshold = 3.3112e+05 ohm
Resistance ratio Ra/R = 3.0200
Threshold voltage = 3.2338 V
Threshold current = 9.766 microampere
Threshold power = 31.581 microwatt
Voltage at upper turning point = 0.2802 V
Final T at 0.99 of threshold voltage = 325.14 K
Time to 600 K at 1.01 of threshold voltage = 31.5 thermal time constants
Fixed voltage 2.3444 V, start 399 K: final T = 307.22 K
Fixed voltage 2.3444 V, start 401 K: 600 K reached after 3.21 thermal time constants
Fixed current 42.655 microampere, start 300 K: final T = 400.00 K
Steady states: T (K), V (V), I (microampere)
   310.00  2.6225  3.813
   320.00  3.1119  6.427
   331.58  3.2338  9.766
   345.00  3.1472  14.298
   360.00  2.9451  20.373
   400.00  2.3444  42.655
```
